**Periodic images and the crystallization barrier in a small cell**

The program tests a capillarity model with free energy $F=\gamma A-gV$, where $A$ is exposed interface area, $V$ crystal volume, $\gamma$ interfacial free energy per area and $g$ driving free energy per volume. In a cubic cell of side $L$, a nucleus that wraps around the cell has the barrier $\pi\gamma^2L/g=(3L/8R^*)W^*$, where $R^*$ and $W^*$ are the bulk critical radius and barrier; this is an upper bound on the cell's lowest barrier for $L\ge R^*$. The program asserts the exposed area of overlapping spheres against sampled directions, and the barriers of the spherical and the wrapped route against maxima along numerically built routes. It also asserts the bulk barrier and the break-even energy of a boundary left at contact by direct maximization. Phase-field runs assert that a subcritical sphere and a capsule melt in a large box but crystallize a small one, while a supercritical sphere grows in the large box. For 180 atoms with rough Ge-Sb-Te-like parameters, the output gives a wrapped barrier of 0.92 eV against 1.21 eV in bulk. The corresponding rate factor of about 120 assumes equal prefactors and changes strongly when $\gamma$ is varied by 20%.

## Check in Python

```python
"""Periodic images can lower the barrier to crystallization in a small cell.

Result under test, for F = gamma*A - g*V in a cubic periodic cell of side L:
  bulk:          R* = 2 gamma/g,  W* = 16 pi gamma^3/(3 g^2)
  sphere route:  W = W* (3x^2 - 2x^3),  x = L/(2R*) < 1
  wrapped rod:   W = pi gamma^2 L/g = W* 3L/(8R*),  L >= R*
A is exposed interface area, V crystal volume, gamma interfacial free energy
per area and g driving free energy per volume. Images join without a boundary
unless a boundary energy is stated. Units: eV, angstrom, kelvin.
The material parameters are rough values in the regime of Ge-Sb-Te alloys.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
kB = boltzmann / charge

# ---------- geometry computed from its definition ----------
n_dir = 200000
index = np.arange(n_dir) + 0.5
cos_polar = 1 - 2 * index / n_dir
sin_polar = np.sqrt(1 - cos_polar**2)
azimuth = pi * (1 + np.sqrt(5)) * index
largest = np.max(np.abs([sin_polar * np.cos(azimuth),
                         sin_polar * np.sin(azimuth), cos_polar]), axis=0)
angles = 2 * pi * (np.arange(20000) + 0.5) / 20000
largest_2d = np.maximum(np.abs(np.cos(angles)), np.abs(np.sin(angles)))


def sphere_in_cell(R, L):
    """Exposed area and volume per cell of overlapping periodic spheres."""
    area = 4 * pi * R**2 * np.mean(largest * R <= L / 2)
    volume = 4 * pi / 3 * np.mean(np.minimum(R, L / (2 * largest))**3)
    return area, volume


def rod_in_cell(r, L):
    """Exposed area and volume per cell of a periodic array of rods."""
    area = 2 * pi * r * L * np.mean(largest_2d * r <= L / 2)
    volume = pi * L * np.mean(np.minimum(r, L / (2 * largest_2d))**2)
    return area, volume


def capsule_in_cell(r, half_body, L):
    """Sum conical slices of a capsule, cut where it meets its images."""
    top = min(L / 2, half_body + r)
    z = np.linspace(0, top, 6001)
    beyond = np.maximum(z - half_body, 0)
    rho = np.sqrt(np.maximum(r**2 - beyond**2, 0))
    dz, a, b = np.diff(z), rho[:-1], rho[1:]
    area = 2 * np.sum(pi * (a + b) * np.sqrt(dz**2 + (b - a)**2))
    volume = 2 * np.sum(pi * dz * (a * a + a * b + b * b) / 3)
    return area, volume


def start_radius(gamma, g, L):
    """Largest capsule radius whose touching stage is below the rod barrier."""
    rod_top = pi * gamma**2 * L / g

    def excess(r):
        touch_volume = pi * r**2 * L - 2 * pi * r**3 / 3
        return gamma * 2 * pi * r * L - g * touch_volume - rod_top
    return brentq(excess, 1e-6, gamma / g)


def wrapped_path(gamma, g, L):
    """Areas and volumes: seed sphere, capsule, merged rod, full crystal."""
    r0 = 0.95 * start_radius(gamma, g, L)
    stages = [capsule_in_cell(r, 0, L) for r in np.linspace(0.01, r0, 40)]
    stages += [capsule_in_cell(r0, h, L) for h in np.linspace(0, L / 2, 150)]
    stages += [rod_in_cell(r, L)
               for r in np.linspace(r0, 1.001 * L / np.sqrt(2), 800)]
    return np.array(stages).T


# ---------- example parameters ----------
T = 700.0
density = 0.031
drive_atom = 0.027
gamma = 0.0037
atoms = 180
g = density * drive_atom
L = (atoms / density)**(1 / 3)
kT = kB * T
R_star = 2 * gamma / g
W_star = 16 * pi * gamma**3 / (3 * g**2)
W_rod = pi * gamma**2 * L / g

# ---------- bulk barrier by direct maximization ----------
bulk = minimize_scalar(lambda R: -(gamma * 4 * pi * R**2 - g * 4 * pi * R**3 / 3),
                       bounds=(0.1, 40), method="bounded",
                       options={"xatol": 1e-8})
assert abs(bulk.x / R_star - 1) < 1e-5
assert abs(-bulk.fun / W_star - 1) < 1e-9

# ---------- exposed area of touching and overlapping spheres ----------
for ratio in (0.50, 0.53, 0.60, 0.68, 0.70):
    sampled = sphere_in_cell(ratio, 1.0)[0]
    formula = 6 * pi * ratio - 8 * pi * ratio**2
    assert abs(sampled - formula) < 0.01  # finite number of directions
late_areas = np.array([sphere_in_cell(R, 1.0)[0]
                       for R in np.linspace(0.5, 0.87, 75)])
assert np.all(np.diff(late_areas) < 1e-3) and late_areas[-1] == 0

# ---------- truncated sphere barrier in cells with L < 2R* ----------
for x in (0.5, 0.7, 0.9):
    side = 2 * R_star * x
    radii = np.concatenate([np.linspace(0, side / 2, 150),
                            np.linspace(side / 2, 0.87 * side, 150)])
    A, V = np.array([sphere_in_cell(R, side) for R in radii]).T
    assert abs(np.max(gamma * A - g * V) / W_star - (3*x**2 - 2*x**3)) < 2e-3

# ---------- wrapped route, whole path ----------
for count in (108, 180, 360):
    side = (count / density)**(1 / 3)
    A, V = wrapped_path(gamma, g, side)
    top = np.max(gamma * A - g * V)
    assert abs(top / (W_star * 3 * side / (8 * R_star)) - 1) < 2e-3
    assert top < W_star
    assert A[-1] == 0 and abs(V[-1] / side**3 - 1) < 1e-3
r0 = start_radius(gamma, g, L)
merge = np.array([capsule_in_cell(r0, h, L)
                  for h in np.linspace(L / 2 - r0, L / 2, 12)])
assert np.max(np.abs(merge[:, 0] / (2 * pi * r0 * L) - 1)) < 2e-3
assert np.all(np.diff(merge[:, 1]) > 0)

# ---------- boundary left where images meet ----------
boundary_even = g * L * (1 - 3 * L / (8 * R_star))
with_boundary = minimize_scalar(
    lambda r: -(gamma * 2 * pi * r * L - g * pi * r**2 * L
                + boundary_even * pi * r**2),
    bounds=(0.01, L / 2), method="bounded", options={"xatol": 1e-8})
assert abs(-with_boundary.fun / W_star - 1) < 1e-8

# ---------- density mismatch at fixed cell volume ----------
bulk_modulus = 0.15
volume_mismatch = 0.05
A, V = wrapped_path(gamma, g, L)
strain_energy = bulk_modulus * (volume_mismatch * V)**2 / (2 * L**3)
W_rod_strained = np.max(gamma * A - g * V + strain_energy)

# ---------- phase-field control: same body, different image distance ----------
pf_critical = 12.0  # in grid spacings; interface length parameter is one


def evolve(box, radius, half_body, duration):
    """Return initial and final crystal volume in a periodic cubic box."""
    c = np.arange(box) - (box - 1) / 2
    X, Y, Z = np.meshgrid(c, c, c, indexing="ij")
    distance = np.sqrt(X**2 + Y**2 + np.maximum(np.abs(Z) - half_body, 0)**2)
    phi = (1 / (1 + np.exp(distance - radius))).astype(np.float32)
    initial = float(phi.sum(dtype=np.float64))
    dt = 0.125
    tilt = 2 / pf_critical - 1
    for _ in range(int(duration / dt)):
        lap = -6 * phi
        for axis in range(3):
            lap += np.roll(phi, 1, axis)
            lap += np.roll(phi, -1, axis)
        phi = phi + dt * (lap + phi * (1 - phi) * (2 * phi + tilt))
    return initial, float(phi.sum(dtype=np.float64))


sphere_cell = evolve(18, 10.2, 0.0, 200)[1] / 18**3
sphere_start, sphere_end = evolve(44, 10.2, 0.0, 200)
capsule_cell = evolve(24, 7.8, 6.2, 200)[1] / 24**3
capsule_start, capsule_end = evolve(44, 7.8, 6.2, 200)
large_start, large_end = evolve(44, 14.0, 0.0, 60)
assert sphere_cell > 0.99 and capsule_cell > 0.99
assert sphere_end < 0.01 * sphere_start
assert capsule_end < 0.01 * capsule_start
assert large_end > 1.1 * large_start

# ---------- printed example ----------
print(f"Temperature {T:.0f} K; kT {kT:.4f} eV")
print(f"Atom density {density:.3f} per A^3")
print(f"Driving force {drive_atom:.3f} eV/atom = g {g:.3e} eV/A^3")
print(f"Interfacial free energy {gamma:.4f} eV/A^2")
print(f"Cell: {atoms} atoms, L {L:.2f} A = {L/10:.3f} nm")
print(f"Bulk critical radius {R_star:.2f} A = {R_star/10:.3f} nm")
print(f"Bulk barrier {W_star:.3f} eV = {W_star/kT:.1f} kT")
print(f"L/R* {L/R_star:.3f}; sphere contact at R {L/2:.2f} A")
print(f"Gap between critical sphere and image {L-2*R_star:.2f} A")
print(f"Peak exposed area at contact {pi*L**2:.0f} A^2")
R_late = 0.6 * L
print(f"At R {R_late:.2f} A: exposed area in cell "
      f"{sphere_in_cell(R_late, L)[0]:.0f} A^2")
print(f"  isolated sphere of that R {4*pi*R_late**2:.0f} A^2")
print(f"Radial growth fills cell at R {np.sqrt(3)*L/2:.2f} A")
print(f"Largest starting capsule radius {r0:.2f} A")
print(f"Critical rod radius {R_star/2:.2f} A")
print(f"Wrapped-rod barrier {W_rod:.3f} eV; over W* {W_rod/W_star:.3f}")
print(f"Barrier reduction {W_star-W_rod:.3f} eV")
print(f"Rate factor, equal prefactors {np.exp((W_star-W_rod)/kT):.0f}")
L_limit = 8 * R_star / 3
print(f"Rod route equals W* at L {L_limit:.2f} A = {L_limit/10:.3f} nm")
print(f"  atoms in that cell {density*L_limit**3:.0f}")
print(f"Contact delayed to R=2R*: L {4*R_star:.2f} A, "
      f"{density*(4*R_star)**3:.0f} atoms")
print("Cell series: atoms, L (A), L/R*, rod barrier/W*")
for count in (108, 180, 360, 900):
    side = (count / density)**(1 / 3)
    print(f"  {count:4d} {side:6.2f} {side/R_star:6.3f} "
          f"{3*side/(8*R_star):6.3f}")
x_small = (108 / density)**(1 / 3) / (2 * R_star)
print(f"108 atoms: sphere-route barrier/W* {3*x_small**2-2*x_small**3:.3f}")
print("Neglected effects, rough inputs:")
print(f"Bulk modulus {bulk_modulus:.2f} eV/A^3; "
      f"volume mismatch {volume_mismatch:.2f}")
print(f"  fixed-volume rod barrier {W_rod_strained:.3f} eV")
print(f"Break-even contact boundary energy {boundary_even:.5f} eV/A^2")
print(f"  over gamma {boundary_even/gamma:.3f}")
for scale in (0.8, 1.2):
    gs = scale * gamma
    ws = 16 * pi * gs**3 / (3 * g**2)
    wr = pi * gs**2 * L / g
    print(f"gamma x {scale:.1f}: W* {ws:.3f} eV, rod {wr:.3f} eV, "
          f"rate factor {np.exp((ws-wr)/kT):.3g}")
width = 4.0
print(f"Interface width {width:.1f} A: diffuse contact at R {(L-width)/2:.2f} A")
latent = 0.12
rod_fraction = pi * (R_star / 2)**2 / L**2
print(f"Critical rod fills fraction {rod_fraction:.3f} of cell")
print(f"Latent heat {latent:.2f} eV/atom: rise without thermostat "
      f"{latent*rod_fraction/(3*kB):.0f} K")
print("Phase field, lengths in grid spacings, R* = "
      f"{pf_critical:.0f}:")
print(f"  sphere R 10.2, box 18: final crystal fraction {sphere_cell:.3f}")
print(f"  same sphere, box 44: final/initial volume "
      f"{sphere_end/sphere_start:.4f}")
print(f"  capsule r 7.8 length 28, box 24: fraction {capsule_cell:.3f}")
print(f"  same capsule, box 44: final/initial volume "
      f"{capsule_end/capsule_start:.4f}")
print(f"  sphere R 14, box 44: final/initial volume "
      f"{large_end/large_start:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Temperature 700 K; kT 0.0603 eV
Atom density 0.031 per A^3
Driving force 0.027 eV/atom = g 8.370e-04 eV/A^3
Interfacial free energy 0.0037 eV/A^2
Cell: 180 atoms, L 17.97 A = 1.797 nm
Bulk critical radius 8.84 A = 0.884 nm
Bulk barrier 1.211 eV = 20.1 kT
L/R* 2.033; sphere contact at R 8.99 A
Gap between critical sphere and image 0.29 A
Peak exposed area at contact 1015 A^2
At R 10.78 A: exposed area in cell 731 A^2
  isolated sphere of that R 1461 A^2
Radial growth fills cell at R 15.57 A
Largest starting capsule radius 3.28 A
Critical rod radius 4.42 A
Wrapped-rod barrier 0.924 eV; over W* 0.762
Barrier reduction 0.288 eV
Rate factor, equal prefactors 118
Rod route equals W* at L 23.58 A = 2.358 nm
  atoms in that cell 406
Contact delayed to R=2R*: L 35.36 A, 1371 atoms
Cell series: atoms, L (A), L/R*, rod barrier/W*
   108  15.16  1.715  0.643
   180  17.97  2.033  0.762
   360  22.65  2.561  0.961
   900  30.73  3.476  1.304
108 atoms: sphere-route barrier/W* 0.945
Neglected effects, rough inputs:
Bulk modulus 0.15 eV/A^3; volume mismatch 0.05
  fixed-volume rod barrier 0.972 eV
Break-even contact boundary energy 0.00357 eV/A^2
  over gamma 0.966
gamma x 0.8: W* 0.620 eV, rod 0.591 eV, rate factor 1.62
gamma x 1.2: W* 2.093 eV, rod 1.330 eV, rate factor 3.14e+05
Interface width 4.0 A: diffuse contact at R 6.99 A
Critical rod fills fraction 0.190 of cell
Latent heat 0.12 eV/atom: rise without thermostat 88 K
Phase field, lengths in grid spacings, R* = 12:
  sphere R 10.2, box 18: final crystal fraction 1.000
  same sphere, box 44: final/initial volume 0.0000
  capsule r 7.8 length 28, box 24: fraction 1.000
  same capsule, box 44: final/initial volume 0.0000
  sphere R 14, box 44: final/initial volume 1.483
ALL CHECKS PASSED
```
